# Exact range-separated density functional theory, with Hooke's atom as example, part 2

Savin's scheme leaves the smooth long-range part of the electron repulsion in the wavefunction and gives the singular short-range part to a density functional, with the exact energy as the result. Hartree atomic units are used. For \(N\) electrons, \(\hat T=-\tfrac12\sum_i\nabla_i^2\), \(\hat V=\sum_iv(\mathbf r_i)\) (likewise \(\hat U\) for \(u\), and so on) and \(\hat W=\sum_{i<j}1/r_{ij}\). The physical ground state is \(\Psi\), with energy \(E_0\) and density \(n_0\). With \(\mu\) an inverse length, \(1/r=w^{\rm lr}_\mu+w^{\rm sr}_\mu\), \(w^{\rm lr}_\mu=\operatorname{erf}(\mu r)/r\), \(w^{\rm sr}_\mu=\operatorname{erfc}(\mu r)/r\); the pair sums are \(\hat W^{\rm lr}_\mu\), \(\hat W^{\rm sr}_\mu\).
\[
w^{\rm lr}_\mu=\frac{2\mu}{\sqrt\pi}-\frac{2\mu^3r^2}{3\sqrt\pi}+\rho,\qquad 0\le\rho\le\frac{\mu^5r^4}{5\sqrt\pi}. \tag{3}
\]
\[
\int w^{\rm sr}_\mu\,d^3r=\frac{4\pi}{\mu^2}\cdot\frac14=\frac{\pi}{\mu^2}. \tag{5}
\]
\(F^\mu[n]\) and \(F[n]\) are the minima of \(\langle\hat T+\hat W^{\rm lr}_\mu\rangle\) and \(\langle\hat T+\hat W\rangle\) over wavefunctions with density \(n\). At \(n_0\), where the argument is dropped, \(\Psi^\mu\) is the minimiser for \(F^\mu\) and \(T^\mu\) its kinetic energy.
\[
E^{\rm sr}_\mu[n]=F[n]-F^\mu[n]. \tag{6}
\]
\[
E_0=\min_{\Psi'}\Big\{\langle\Psi'|\hat T+\hat V+\hat W^{\rm lr}_\mu|\Psi'\rangle+E^{\rm sr}_\mu[n_{\Psi'}]\Big\}, \tag{7}
\]
The expression in braces is \(\mathcal J_\mu[\Psi']\). Assumption A says that \(n_0\) is the density of a non-degenerate ground state of \(\hat T+\hat W^{\rm lr}_\mu+\hat V^\mu\) for a local potential \(v^\mu\), and that \(F^\mu\) and \(F\) are differentiable there. Then, with \(v^{\rm sr}_\mu=\delta E^{\rm sr}_\mu/\delta n=v^\mu-v+\text{const}\) and model energy \(\mathcal E^\mu\),
\[
\big(\hat T+\hat W^{\rm lr}_\mu+\hat V+\hat V^{\rm sr}_\mu\big)\Psi^\mu=\mathcal E^\mu\Psi^\mu. \tag{11}
\]
\[
0\le\langle\Psi|\hat W^{\rm sr}_\mu|\Psi\rangle\ \le\ E^{\rm sr}_\mu\ \le\ \langle\Psi^\mu|\hat W^{\rm sr}_\mu|\Psi^\mu\rangle. \tag{13}
\]
\[
\frac{dF^\mu}{d\mu}=\frac{2}{\sqrt\pi}\Big\langle\Psi^\mu\Big|\sum_{i<j}e^{-\mu^2r_{ij}^2}\Big|\Psi^\mu\Big\rangle\equiv D(\mu). \tag{14}
\]
\[
E^{\rm sr}_\mu=\int_\mu^\infty D(\nu)\,d\nu. \tag{15}
\]
At \(\mu=0\) the model is the Kohn–Sham system \(\hat H_s=\hat T+\hat V_s\), with orbital energies \(\varepsilon_a\), non-degenerate ground-state determinant \(\Phi\), energy \(\mathcal E^0\), \(F^0=T_s\) and \(E_{\rm Hxc}=F-T_s\). Part 6 expanded \(\Psi^\mu\) in eigenstates of \(\hat H_s\), with gap \(\Delta_s\), to get \(\langle\hat H_s\rangle-\mathcal E^0\ge\Delta_s(1-|\langle\Phi|\Psi^\mu\rangle|^2)\).

**Hartree–exchange and correlation parts.** Define \(E^{\rm lr}_{\rm Hx}=\langle\Phi|\hat W^{\rm lr}_\mu|\Phi\rangle\), \(E^{\rm sr}_{\rm Hx}=\langle\Phi|\hat W^{\rm sr}_\mu|\Phi\rangle\), their sum \(E_{\rm Hx}\), and \(E^{\rm sr}_c=E^{\rm sr}_\mu-E^{\rm sr}_{\rm Hx}\). With \(E_c=F-T_s-E_{\rm Hx}\) and \(E_c^{\rm lr}=F^\mu-T_s-E^{\rm lr}_{\rm Hx}\), subtraction gives \(E_c^{\rm sr}=E_c-E_c^{\rm lr}\). Inserting \(\Phi\) into \(\mathcal J_\mu\),
\[
\mathcal J_\mu[\Phi]-E_0=T_s+E^{\rm lr}_{\rm Hx}-F^\mu=-E^{\rm lr}_c\ge0. \tag{17}
\]
If the search in (7) is restricted to single determinants, which defines the range-separated hybrid, the minimum lies between \(E_0\) and \(E_0-E_c^{\rm lr}\) when the exact \(E^{\rm sr}_\mu\) is used.

For a two-electron singlet it can be shown directly that \(\Psi^\mu\) is no determinant when \(\mu>0\). A singlet determinant has the spatial part \(\chi(\mathbf r_1)\chi(\mathbf r_2)\). Inserting it in (11) and dividing by it gives \(w^{\rm lr}_\mu(r_{12})=\mathcal E^\mu-a(\mathbf r_1)-a(\mathbf r_2)\) with \(a=(-\tfrac12\nabla^2\chi)/\chi+v^\mu\). The mixed derivative \(\partial^2/\partial x_1\partial x_2\) of the right side is zero, while by (3) that of the left side is \(4\mu^3/(3\sqrt\pi)\ne0\) at \(r_{12}=0\). A real \(\chi\) with the right density is \(\pm\sqrt{n_0/2}\), so \(1-|\langle\Phi|\Psi^\mu\rangle|^2\) measures the distance from the only candidate.

## 7. Expansion at small \(\mu\)

Treat \(\hat W^{\rm lr}_\mu+\hat U\) as a perturbation of \(\hat H_s\), where \(u=v^\mu-v_s\) is whatever keeps the density fixed. With Kohn–Sham excited states \(\Phi_k\) and excitation energies \(\Omega_k\),
\[
\mathcal E^\mu=\mathcal E^0+E^{\rm lr}_{\rm Hx}+\int un_0+E^{(2)}+\dots,\qquad E^{(2)}=-\sum_k\frac{|\langle\Phi_k|\hat W^{\rm lr}_\mu+\hat U|\Phi\rangle|^2}{\Omega_k}.
\]
Subtracting \(\int(v_s+u)n_0\) and using \(\mathcal E^0=T_s+\int v_sn_0\) gives \(F^\mu=T_s+E^{\rm lr}_{\rm Hx}+E^{(2)}+\dots\), so \(E^{\rm lr}_c=E^{(2)}\) at leading order. The first term of (3) is a constant and has no matrix element to excited states. The first term that changes the wavefunction is of order \(\mu^3\); the potential \(u\) that cancels its effect on the density is of the same order, provided the density response of the Kohn–Sham system can be inverted on it. Then \(\Psi^\mu-\Phi=O(\mu^3)\), \(E_c^{\rm lr}=O(\mu^6)\), and from (3) and (6)
\[
E^{\rm sr}_\mu=E_{\rm Hxc}-\frac{N(N-1)}{\sqrt\pi}\mu+\frac{2\mu^3}{3\sqrt\pi}\Big\langle\Phi\Big|\sum_{i<j}r_{ij}^2\Big|\Phi\Big\rangle+O(\mu^5). \tag{18}
\]
The expansion needs finite moments of \(r_{ij}\), so it applies to finite systems, and its parameter is \(\mu^2\langle r_{12}^2\rangle\). Through order \(\mu^5\) only the Hartree–exchange part changes; the correlation energy stays in the functional until order \(\mu^6\).

The \(\mu^6\) term has a closed form for two electrons in a spherical orbital \(\varphi\). Put \(\kappa=2\mu^3/(3\sqrt\pi)\) and \(r_{12}^2=r_1^2+r_2^2-2\mathbf r_1\!\cdot\!\mathbf r_2\). The order-\(\mu^3\) interaction is \(-\kappa(r_1^2+r_2^2)+\lambda\,\mathbf r_1\!\cdot\!\mathbf r_2\) with \(\lambda=2\kappa=4\mu^3/(3\sqrt\pi)\). Take \(u=+\kappa r^2\), which cancels the one-body part. The remainder acts as \(\mathbf r_1\!\cdot\!\mathbf r_2\,\varphi\varphi=\sum_{\alpha=x,y,z}(x_\alpha\varphi)(1)\,(x_\alpha\varphi)(2)\). Each factor has \(p\) symmetry, so the first-order wavefunction \(\Psi^{(1)}\) is a sum of products \(\varphi_{a\alpha}(1)\varphi_{b\alpha}(2)\) of Kohn–Sham \(p\) orbitals. The first-order density, \(4\int\Psi^{(1)}(\mathbf r,\mathbf r_2)\varphi(\mathbf r)\varphi(\mathbf r_2)d^3r_2\), contains \(\int\varphi_{b\alpha}\varphi=0\) and vanishes. So this \(u\) is the right one, unique up to a constant by the Hohenberg–Kohn theorem. It has a plain meaning: the long-range potential of the other electron, \(\int\varphi^2(\mathbf r')w^{\rm lr}_\mu(|\mathbf r-\mathbf r'|)d^3r'=\text{const}-\kappa r^2+\dots\), is now in the Hamiltonian explicitly and is removed from the local potential. The form \(\kappa r^2\) holds where \(\mu r\ll1\). With \(z_a=\langle\varphi_{az}|z|\varphi\rangle\), \(\Delta_a=\varepsilon_a-\varepsilon_\varphi\), matrix elements \(\lambda z_az_b\) and three equivalent directions,
\[
E_c^{\rm lr}=-3\lambda^2\sum_{a,b}\frac{z_a^2z_b^2}{\Delta_a+\Delta_b},\qquad 1-|\langle\Phi|\Psi^\mu\rangle|^2=3\lambda^2\sum_{a,b}\frac{z_a^2z_b^2}{(\Delta_a+\Delta_b)^2}, \tag{19}
\]
both at leading order \(\mu^6\). Also \(\langle\Phi|r_{12}^2|\Phi\rangle=2\langle r^2\rangle_\varphi-2|\langle\mathbf r\rangle_\varphi|^2=\int n_0r^2\,d^3r\).

One more leading-order relation is useful. At fixed density \(T^\mu-T_s=\langle\Psi^\mu|\hat H_s|\Psi^\mu\rangle-\mathcal E^0=\sum_k\Omega_k|c_k|^2\), and with first-order coefficients \(c_k=-\langle\Phi_k|\hat W^{\rm lr}_\mu+\hat U|\Phi\rangle/\Omega_k\) this equals \(-E^{(2)}\). So the kinetic energy rises by \(|E_c^{\rm lr}|\), and, since the two changes add to \(E_c^{\rm lr}\), the long-range repulsion falls by \(2|E^{\rm lr}_c|\).

## 8. The limit \(\mu\to\infty\): the full wavefunction

That \(w^{\rm lr}_\mu\to1/r\) at each \(r>0\) is not enough, because \(w^{\rm sr}_\mu\) stays unbounded at \(r=0\) for every \(\mu\). It is controlled by the kinetic energy. Let \(C=\max_{y\ge0}y\operatorname{erfc}y=0.24038\). Then \(w^{\rm sr}_\mu=\mu r\operatorname{erfc}(\mu r)/(\mu r^2)\le C/(\mu r^2)\).

Hardy's inequality bounds \(1/r^2\). For a function \(f(\mathbf r)\) and real \(\alpha\), expand \(0\le\int|\nabla f+\alpha\,\mathbf r f/r^2|^2\). The cross term is \(\alpha\int(\mathbf r/r^2)\cdot\nabla|f|^2=-\alpha\int|f|^2/r^2\), since \(\nabla\cdot(\mathbf r/r^2)=3/r^2-2/r^2=1/r^2\) and the surface term at the origin, of order \(r^2\cdot r^{-1}\), vanishes. So \(0\le\int|\nabla f|^2+(\alpha^2-\alpha)\int|f|^2/r^2\), and \(\alpha=\tfrac12\) gives \(\int|f|^2/r^2\le4\int|\nabla f|^2\). Apply this to \(\Psi^\mu\) as a function of \(\mathbf r_1\) with the origin at \(\mathbf r_2\) and integrate over the other coordinates: \(\langle r_{12}^{-2}\rangle\le4\langle-\nabla_1^2\rangle=8T^\mu/N\), since antisymmetry shares the kinetic energy equally. Summing over \(N(N-1)/2\) pairs and using \(T^\mu\le F^\mu\le F\),
\[
0\le E^{\rm sr}_\mu\le\langle\Psi^\mu|\hat W^{\rm sr}_\mu|\Psi^\mu\rangle\le\frac{4C(N-1)F}{\mu}. \tag{20}
\]
So \(E^{\rm sr}_\mu\to0\) for every density of finite \(F\), and (7) becomes the Rayleigh–Ritz principle for \(\hat T+\hat V+\hat W\). For the wavefunction, \(\langle\Psi^\mu|\hat T+\hat V+\hat W|\Psi^\mu\rangle-E_0=F^\mu-F+\langle\Psi^\mu|\hat W^{\rm sr}_\mu|\Psi^\mu\rangle\) is at most the bound in (20). If the physical ground state is separated by a gap \(\Delta\), the argument of part 6 gives \(1-|\langle\Psi|\Psi^\mu\rangle|^2\le4C(N-1)F/(\mu\Delta)\to0\).

## 9. Expansion at large \(\mu\)

The bound (20) falls as \(1/\mu\); the true decay is faster. The rate is obtained here by matched asymptotic expansion, which is a formal argument and not a proof, and is tested numerically in part 10.

The pair density is \(n_2(\mathbf r_1,\mathbf r_2)=N(N-1)\sum_{\rm spins}\int|\Psi|^2d^3r_3\cdots d^3r_N\), so that \(\langle\sum_{i<j}f(r_{ij})\rangle=\tfrac12\iint n_2f\). With \(\mathbf R=(\mathbf r_1+\mathbf r_2)/2\) and \(\mathbf r=\mathbf r_1-\mathbf r_2\) (unit Jacobian), let \(P(r)\) be \(\int n_2\,d^3R\) averaged over the directions of \(\mathbf r\), and \(I=P(0)=\int n_2(\mathbf r_1,\mathbf r_1)d^3r_1\), the integrated on-top pair density of the physical system. The same quantities for \(\Psi^\mu\) are \(P^\mu\), \(I^\mu\). Then (14) reads
\[
D(\mu)=\frac1{\sqrt\pi}\int_0^\infty4\pi r^2P^\mu(r)e^{-\mu^2r^2}dr, \tag{21}
\]
which needs \(P^\mu\) only at \(r\sim1/\mu\).

**Outer region, \(r\gg1/\mu\).** The kinetic energy of the pair is \(-\nabla_r^2-\tfrac14\nabla_R^2\). Near coalescence the physical wavefunction obeys \(\nabla_r^2\Psi=\Psi/r+\text{bounded terms}\). For the spherical part, with \(\Psi_0\) the value at \(r=0\), \((r\Psi)''=\Psi_0\), so \(\Psi=\Psi_0(1+r/2+\dots)\), the cusp condition. The model differs from the physical system by \(-\hat W^{\rm sr}_\mu+\hat V^{\rm sr}_\mu\). Seen from outside, \(-w^{\rm sr}_\mu\) acts as \(-(\pi/\mu^2)\delta(\mathbf r)\) by (5), and the potential that restores the density is of the same order. So \(\Psi^\mu=\Psi+\mu^{-2}\Psi_2+\dots\), with no term of order \(1/\mu\). Near \(r=0\), \(-\nabla_r^2\Psi_2=\pi\delta(\mathbf r)\Psi_0+\dots\), hence \(\Psi_2\simeq\Psi_0/(4r)\).

**Inner region, \(y=\mu r\) of order one.** Since \(\nabla_r^2=\mu^2\nabla_y^2\) and \(w^{\rm lr}_\mu=\mu\operatorname{erf}(y)/y\), equation (11) becomes \(\nabla_y^2\Psi^\mu=\mu^{-1}[\operatorname{erf}(y)/y]\Psi^\mu+O(\mu^{-2})\). Write \(\Psi^\mu=\Psi_0[1+p(y)/\mu]+\mathbf b\cdot\mathbf y/\mu+\dots\). The term linear in \(\mathbf y\) solves Laplace's equation and drops out of the directional average of \(|\Psi^\mu|^2\) at order \(1/\mu\). Parallel-spin components have \(\Psi_0=0\) and contribute only at order \(\mu^{-2}\). At order \(1/\mu\), \((yp)''=\operatorname{erf}y\). Define
\[
Q(y)=\Big(\frac{y^2}2+\frac14\Big)\operatorname{erf}y+\frac{y\,e^{-y^2}}{2\sqrt\pi}.
\]
Its derivative is \(y\operatorname{erf}y+\frac{e^{-y^2}}{\sqrt\pi}\big[(y^2+\tfrac12)+(\tfrac12-y^2)\big]=y\operatorname{erf}y+e^{-y^2}/\sqrt\pi\), and the second derivative is \(\operatorname{erf}y+\frac{2y}{\sqrt\pi}e^{-y^2}-\frac{2y}{\sqrt\pi}e^{-y^2}=\operatorname{erf}y\). The general solution is \(yp=Q+c_1y+c_2\). Finiteness at \(y=0\) sets \(c_2=0\). At large \(y\), \(p\to y/2+c_1+1/(4y)\). The outer solution, written in \(y\), is \(\Psi_0[1+y/(2\mu)+1/(4\mu y)]\): the terms \(y/2\) and \(1/(4y)\) match without adjustment, and the absence of a constant at order \(1/\mu\) sets \(c_1=0\). Then \(p(0)=Q'(0)=1/\sqrt\pi\), and since the factor \(1+2p/\mu\) in \(|\Psi^\mu|^2\) is the same for all \(\mathbf R\),
\[
P^\mu(r)=I\Big[1+\frac{2p(\mu r)}{\mu}+\dots\Big],\qquad I^\mu=I\Big[1+\frac{2}{\sqrt\pi\,\mu}+\dots\Big]. \tag{22}
\]
The cusp is rounded off within \(1/\mu\), and the softer repulsion lets the pair meet more often.

**The energy.** Equation (21) becomes \(D=4\sqrt\pi\,I\mu^{-3}\big[\tfrac{\sqrt\pi}{4}+2J/\mu\big]\) with \(J=\int_0^\infty y^2pe^{-y^2}dy=\int_0^\infty yQe^{-y^2}dy\). Let \(G=\int_0^\infty e^{-2y^2}dy=\tfrac12\sqrt{\pi/2}\), so that \(\int_0^\infty y^2e^{-2y^2}dy=G/4\) and \(G/\sqrt\pi=1/(2\sqrt2)\). Integration by parts, with antiderivatives \(-\tfrac12e^{-y^2}\) of \(ye^{-y^2}\) and \(-\tfrac12(y^2+1)e^{-y^2}\) of \(y^3e^{-y^2}\) and vanishing boundary terms, gives
\[
\int_0^\infty ye^{-y^2}\operatorname{erf}y\,dy=\frac{G}{\sqrt\pi},\qquad\int_0^\infty y^3e^{-y^2}\operatorname{erf}y\,dy=\frac{1}{\sqrt\pi}\Big(\frac G4+G\Big).
\]
Hence \(J=\frac{G}{\sqrt\pi}\big[\tfrac12\cdot\tfrac54+\tfrac14+\tfrac12\cdot\tfrac14\big]=\frac G{\sqrt\pi}=\frac1{2\sqrt2}\). Then \(D=\pi I/\mu^3+2\sqrt{2\pi}\,I/\mu^4\), because \(8\sqrt\pi/(2\sqrt2)=2\sqrt{2\pi}\), and (15) gives
\[
E^{\rm sr}_\mu=I\Big[\frac{\pi}{2\mu^2}+\frac{2\sqrt{2\pi}}{3\mu^3}\Big]+O(\mu^{-4}\ln\mu). \tag{23}
\]
The logarithm comes from \(\Psi_2\). Away from the origin its spherical part obeys \((r\Psi_2)''=(r\Psi_2)/r+\dots\) with \(r\Psi_2\to\Psi_0/4\), and since \((r\ln r)''=1/r\), \(r\Psi_2=\tfrac14\Psi_0(1+r\ln r+\dots)\). At \(r\sim1/\mu\) this changes \(\Psi^\mu\) by a relative amount of order \(\mu^{-2}\ln\mu\).

The first term of (23) is half of (5) times \(I\), as a contact interaction would give, and it is common to both sides of (13). The second term needs the relaxed wavefunction. The lower bound in (13), evaluated with the physical cusp \(P=I(1+r)\), has the \(\mu^{-3}\) coefficient \(2\pi\int_0^\infty y^2\operatorname{erfc}y\,dy=2\pi\cdot\frac{2}{3\sqrt\pi}\int_0^\infty y^3e^{-y^2}dy=2\sqrt\pi/3\), smaller than that of (23) by the factor \(\sqrt2\).

The same contact argument applied to \(\Phi\) gives \(E^{\rm sr}_{\rm Hx}\simeq\pi I_{\rm KS}/(2\mu^2)\). In a determinant only opposite spins meet, and they do so independently, so \(n_2(\mathbf r,\mathbf r)=2n_\uparrow n_\downarrow=n^2/2\) for equal spin densities: this part is a local functional of the density at leading order. The correlation part, \(E_c^{\rm sr}\simeq\pi(I-I_{\rm KS})/(2\mu^2)\), is local in the on-top pair density, which is not itself a local function of \(n\). If \(I=0\), as for a fully spin-polarised system, both terms of (23) vanish and the decay is faster.

## 10. Worked example: Hooke's atom

The model has two electrons with \(v=\tfrac12\omega^2r^2\) and \(\omega=\tfrac12\). The program and its output are printed after the text. Energies are in hartree, \(\mu\) in bohr\(^{-1}\).

This part has shown that at small \(\mu\) the correlation energy stays in the functional until order \(\mu^6\), that the full wavefunction is recovered as \(\mu\to\infty\) if the physical ground state has a gap, and, by a formal argument, how \(E^{\rm sr}_\mu\) decays at large \(\mu\). What remains is to test these results numerically on Hooke's atom.
